# Setting U = 1 in NESC: Accuracy and Stability

## The problem

The normalized elimination of the small component, NESC, turns the matrix Dirac equation for one electron into an equation for the large component alone. The price is a matrix $U$ that relates the small component to the large one. The simplest approximation is $U=1$.

1. Through which order in $1/c$ are the electronic energies correct in a fixed finite basis when $U=1$?
2. For a point nucleus, $V=-Z/r$ with $Z>0$, does the lowest energy remain bounded below when Gaussians of ever larger exponent are admitted?

Hartree atomic units are used throughout, with electron mass 1 and the rest energy $c^2$ subtracted. Energies are in hartree and Gaussian exponents in bohr$^{-2}$.

**The equations.** For a large component $\phi$ and a small component $\phi_S$, the Dirac equation is

$$V\phi+c\,\sigma\!\cdot\!p\,\phi_S=E\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\phi_S=E\phi_S .$$

Write $\phi_S=\sigma\!\cdot\!p\,\chi/(2c)$, which defines the pseudo-large component $\chi$. Since $(\sigma\!\cdot\!p)^2=p^2$, the first equation becomes $V\phi+\tfrac12p^2\chi=E\phi$. Multiply the second from the left by $\sigma\!\cdot\!p/(2c)$. The term $-2c^2$ then gives $-\tfrac12p^2\chi$, and the right side gives $E\,p^2\chi/(4c^2)$.

Now expand $\phi$ and $\chi$ in the same $n$ functions, with coefficients $A$ and $B$. Let $S$ be the overlap matrix, $T$ the matrix of $p^2/2$, $V$ that of the potential, and $W$ that of $\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p$. The result is the matrix form of the modified Dirac equation:

$$VA+TB=E\,SA, \tag{1}$$
$$TA+\Big(\frac{W}{4c^2}-T\Big)B=\frac{E}{2c^2}\,TB. \tag{2}$$

Let $U$ be the matrix for which $B=UA$ holds for all $n$ electronic solutions. It exists if their vectors $A$ are linearly independent, which is assumed. Adding $U^\dagger$ times (2) to (1) gives the NESC equation

$$\Big[V+TU+U^\dagger T-U^\dagger TU+\frac{U^\dagger WU}{4c^2}\Big]A=E\Big[S+\frac{U^\dagger TU}{2c^2}\Big]A. \tag{3}$$

For $U=1$ the three kinetic terms combine to $T+T-T=T$. Calling the approximate energy $\varepsilon$,

$$L_1A=\varepsilon M_1A,\qquad L_1=T+V+\frac{W}{4c^2},\qquad M_1=S+\frac{T}{2c^2}. \tag{4}$$

## A tempting solution

"The exact $U$ differs from 1 by terms of order $c^{-2}$. The Dirac energy is stationary, so an error of order $c^{-2}$ in the small component changes the energy at order $c^{-4}$. Hence $\varepsilon=E-K/c^4+\dots$, correct through $c^{-2}$.

"This also settles the second question. The Dirac 1s energy is finite, and $K/c^4$ is a small finite number, so $\varepsilon$ is bounded below. A steep Gaussian cannot upset this: its kinetic energy grows as $\alpha$, its attraction only as $\sqrt\alpha$, and $W$ is a small correction because it is divided by $c^2$."

## Where it fails

The first paragraph is sound for a fixed basis, although the stationarity argument needs to be written out. The second paragraph has two faults.

First, $-K/c^4$ is the leading term of an expansion in which $c$ grows while the basis stays fixed. The remainder depends on the basis. Nothing has shown that it stays small when $c$ is fixed and an exponent grows.

Second, a factor $1/c^2$ does not make a term small if its matrix element grows without limit. In $W$, two momentum operators surround the potential. For a Gaussian of width $\alpha^{-1/2}$, each momentum contributes a factor $\sqrt\alpha$ and so does $1/r$, so $W$ scales as $-\alpha^{3/2}$. That outgrows the kinetic energy. The metric $M_1$ also grows, as $\alpha$, so the quotient must be computed before a conclusion is drawn.

## Solution, part 1: the order of the error

**How far $U$ is from 1.** The matrix $T$ is positive definite, because no nonzero square-integrable function has zero kinetic energy. Multiplying (2) by $T^{-1}$ and solving for $B$ gives

$$B=\Big[1+\frac{E}{2c^2}-\frac{T^{-1}W}{4c^2}\Big]^{-1}A. \tag{5}$$

In a fixed basis and for an electronic energy that stays finite, $B\to A$ as $c\to\infty$, and (1) becomes the Schrödinger equation $(T+V)A_0=E_0SA_0$. To next order, (5) gives $B=A+c^{-2}[\tfrac14T^{-1}W-\tfrac12E_0]A$. For all states together, $E_0A$ may be replaced by $S^{-1}(T+V)A$, so

$$U=1+\frac1{c^2}\Big[\tfrac14T^{-1}W-\tfrac12S^{-1}(T+V)\Big]+O(c^{-4}). \tag{6}$$

**The effect on the energy.** Move everything in (1) and (2) to the left. The Dirac equation is then

$$\begin{pmatrix}V-ES&T\\T&D\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}=0,\qquad D=\frac{W}{4c^2}-T-\frac{E\,T}{2c^2}. \tag{7}$$

Setting $U=1$ replaces the vector $(A,B)$ by $(A,A)=(A,B)-(0,\delta)$, with $\delta=B-A$. Evaluate the quadratic form of the matrix in (7) with this vector. The terms containing $(A,B)$ vanish by (7), and one term remains:

$$A^\dagger(L_1-EM_1)A=\delta^\dagger D\,\delta . \tag{8}$$

The left side follows by adding the four blocks: $V-ES+2T+D=L_1-EM_1$.

Equation (8) gives the energy quotient of the Dirac vector $A$, whereas $\varepsilon$ belongs to the eigenvector of (4). To compare them, apply the matrix in (7) to $(A,A)$ and add the two rows:

$$(L_1-EM_1)A=-(T+D)\delta=-\Big(\frac{W}{4c^2}-\frac{E\,T}{2c^2}\Big)\delta=O(c^{-4}). \tag{9}$$

Expand $A$ in the $M_1$-orthonormal eigenvectors $x_j$ of (4), with coefficients $a_j$. Projecting (9) on $x_j$ gives $(\varepsilon_j-E)a_j=O(c^{-4})$. If the level is nondegenerate within its symmetry block, the other $\varepsilon_j$ stay a finite distance from $E$, and their $a_j$ are $O(c^{-4})$. They enter the energy quotient squared, so the relaxation of $A$ matters only at $O(c^{-8})$.

It remains to find $\delta$. Equation (2) can be written $T\delta=(W/4c^2-ET/2c^2)B$, so to leading order

$$\delta=\frac{T^{-1}g}{c^2},\qquad g=\Big(\tfrac14W-\tfrac12E_0T\Big)A_0,\qquad A_0^\dagger SA_0=1 .$$

Since $D\to-T$ and $A^\dagger M_1A\to1$, equation (8) yields

$$\boxed{\;\varepsilon-E=-\frac{K}{c^4}+O(c^{-6}),\qquad K=g^\dagger T^{-1}g\ge0\;} \tag{10}$$

In a fixed basis the energies are therefore correct through order $c^{-2}$. The leading error lowers the energy, unless $g=0$.

**The correction that is retained.** First-order perturbation theory in (4) gives the common $c^{-2}$ coefficient: the operator part contributes $\tfrac14A_0^\dagger WA_0$, and the change of metric contributes $-\tfrac12E_0A_0^\dagger TA_0$. Their sum is $A_0^\dagger g$.

The familiar Pauli terms appear when the metric is removed. In operator language, acting on smooth functions, $M_1^{-1/2}=1-T/4c^2+\dots$, and therefore

$$M_1^{-1/2}L_1M_1^{-1/2}=T+V-\frac{T^2}{2c^2}+\frac{\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p-TV-VT}{4c^2}+\dots$$

The first correction is $-p^4/8c^2$, the mass-velocity term. With $T=\tfrac12(\sigma\!\cdot\!p)^2$, the last numerator equals $-\tfrac12[\sigma\!\cdot\!p,[\sigma\!\cdot\!p,V]]$. The inner commutator is $-i\sigma\!\cdot\!\nabla V$. The product rule for Pauli matrices then gives

$$[\sigma\!\cdot\!p,-i\sigma\!\cdot\!\nabla V]=-\nabla^2V-2\,\sigma\!\cdot\!(\nabla V\times p).$$

The numerator is thus $\tfrac12\nabla^2V+\sigma\!\cdot\!(\nabla V\times p)$. Divided by $4c^2$, it supplies the Darwin term $\nabla^2V/8c^2$ and the spin-orbit term $\sigma\!\cdot\!(\nabla V\times p)/4c^2$.

**The hydrogenic 1s state.** Let $\phi\propto e^{-Zr}$, with $E_0=-Z^2/2$ and $\langle T\rangle=Z^2/2$. Because $|\nabla\phi|^2=Z^2\phi^2$ and $\langle1/r\rangle=Z$, one has $\langle W\rangle=Z^2\cdot(-Z^2)=-Z^4$. Hence

$$A_0^\dagger g\to-\frac{Z^4}{4}+\frac{Z^4}{8}=-\frac{Z^4}{8}.$$

This is the $c^{-2}$ coefficient of the analytic Dirac energy $c^2(\sqrt{1-Z^2/c^2}-1)$.

For $K$, note that $g$ represents $\tfrac14\sigma\!\cdot\!p\,(V-E_0)\,\sigma\!\cdot\!p\,\phi$, while $\sigma\!\cdot\!p\,T^{-1}\sigma\!\cdot\!p=2$. With $\langle1/r^2\rangle=2Z^2$,

$$K\to\frac{2}{16}\,Z^2\Big\langle\Big(-\frac Zr+\frac{Z^2}{2}\Big)^2\Big\rangle=\frac{Z^2}{8}\Big(2Z^4-Z^4+\frac{Z^4}{4}\Big)=\frac{5Z^6}{32}.$$

This finite value makes the tempting solution persuasive. It is the basis-set limit of one coefficient, taken after the expansion in $1/c$. It says nothing about the limit of the energy itself at fixed $c$.

## Solution, part 2: one steep Gaussian

Take one normalized s function $\chi_\alpha\propto e^{-\alpha r^2}$ with either spin. Its density is $(2\alpha/\pi)^{3/2}e^{-2\alpha r^2}$. Define $s=\sqrt{2\alpha/\pi}$. Elementary radial integrals give

$$\langle r^2\rangle=\frac{3}{4\alpha},\qquad\Big\langle\frac1r\Big\rangle=\frac{4\pi s^3}{4\alpha}=2s,\qquad\langle r\rangle=\frac{4\pi s^3}{8\alpha^2}=\frac{s}{\alpha}.$$

Since $\nabla\chi_\alpha=-2\alpha\,\mathbf r\,\chi_\alpha$ and $(\sigma\!\cdot\!\mathbf r)^2=r^2$, the matrix elements are

$$T=\tfrac12\,4\alpha^2\langle r^2\rangle=\tfrac32\alpha,\qquad V=-2Zs,\qquad W=-4\alpha^2Z\langle r\rangle=-4Z\alpha s .$$

Let $d=T/2c^2=3\alpha/4c^2$. Then $T=2c^2d$ and $W/4c^2=-Z\alpha s/c^2=-\tfrac43Zs\,d$. Equation (4) becomes a simple quotient:

$$\varepsilon(\alpha)=\frac{2c^2d-2Zs-\tfrac43Zs\,d}{1+d}.$$

Replace $d$ in the numerator by $(1+d)-1$:

$$\varepsilon(\alpha)=2c^2-\frac43Zs-\frac{2c^2+\tfrac23Zs}{1+d}<2c^2-\frac{4Z}{3}\sqrt{\frac{2\alpha}{\pi}} . \tag{11}$$

The right side tends to $-\infty$ for every $Z>0$.

Other basis functions cannot repair this. Because $M_1$ is positive definite, the lowest eigenvalue of (4) is the minimum of $A^\dagger L_1A/A^\dagger M_1A$ over all $A$. Choosing the vector that selects $\chi_\alpha$ shows that this minimum is at most $\varepsilon(\alpha)$. The lowest energy is therefore unbounded below as $\alpha$ grows.

The bound in (11) passes through zero when $\tfrac43Zs=2c^2$, that is, at

$$\alpha=\frac{\pi s^2}{2}=\frac{9\pi c^4}{8Z^2}. \tag{12}$$

This exponent moves to infinity as $c^4$. For any fixed basis, a large enough $c$ puts the steepest function far below it, and the expansion of part 1 applies. At fixed $c$, a growing exponent eventually passes it. The limits $c\to\infty$ and $\alpha\to\infty$ do not commute.

## What U = 1 leaves out

The second Dirac equation, solved for the small component at each point, reads

$$\phi_S=\frac{1}{1+(E-V)/2c^2}\;\frac{\sigma\!\cdot\!p\,\phi}{2c}.$$

Setting $U=1$ replaces the first factor by 1. That is reasonable where $|E-V|\ll2c^2$. Near a point nucleus $-V$ exceeds any bound, the true factor tends to zero, and $U=1$ keeps a small component that is far too large.

The collapse can be read from (11). The small component has the share $d/(1+d)$ of the norm, which tends to 1. The kinetic contribution $2c^2d/(1+d)$ then saturates at $2c^2$, while the attraction felt by the small component continues to grow as $\sqrt\alpha$.

Now let the same single function keep a free ratio of the two components. With both components normalized, the $2\times2$ Dirac matrix has diagonal elements $-2Zs$ and $-2c^2-\tfrac43Zs$, and the coupling is $T/\sqrt{T/2c^2}=c\sqrt{3\alpha}$. With $k=\sqrt{2/\pi}$, its upper eigenvalue grows as

$$\sqrt\alpha\,\Big[-\tfrac53Zk+\sqrt{\big(\tfrac13Zk\big)^2+3c^2}\,\Big].$$

The bracket is positive if $3c^2>\tfrac{24}{9}Z^2k^2$, or $Z<\tfrac34\sqrt\pi\,c\approx182$. Under this condition the free ratio makes a steep Gaussian costly, as it should be. This is a result for one function, not a general lower bound for matrix Dirac energies.

**The role of the point nucleus.** Suppose instead that $V(\mathbf r)\ge V_{\min}$ everywhere, with $V_{\min}$ finite. Then $V\ge V_{\min}S$ and $W\ge2V_{\min}T$ as matrices, so

$$L_1\ge T+V_{\min}\Big(S+\frac{T}{2c^2}\Big)\ge V_{\min}M_1,\qquad\varepsilon\ge V_{\min}.$$

A finite nucleus thus prevents an infinite collapse. It does not make the energy useful. For a Gaussian much narrower than the nucleus, $V\to V(0)$ and $W\to2V(0)T$, so $\varepsilon(\alpha)\to V(0)+2c^2$. For a Gaussian charge distribution of exponent $\xi$, $V(0)=-2Z\sqrt{\xi/\pi}$. With realistic nuclear radii, $V(0)+2c^2$ lies far below any atomic level for light nuclei as well as heavy ones: for hydrogen with a root-mean-square radius of 0.84 fm, $\xi\approx5.95\times10^9$ and $V(0)+2c^2\approx-49\,500$ hartree. The limit is approached only when $\alpha$ is well above $\xi$.

## Numbers

With $c=137.036$, $2c^2=37\,557.73$ hartree.

**A fixed basis, Z = 1.** Eight s Gaussians with exponents $0.03\cdot3^k$, $k=0,\dots,7$, give $A_0^\dagger g=-0.12375$ and $K=0.12972$. The difference between the $U=1$ and matrix Dirac energies is $-3.679\times10^{-10}$ hartree. Multiplied by $c^4$, it is $-0.12974$. With $c$ ten times larger the product is $-0.12972$, in agreement with (10).

Extending the ladder to 16 functions changes $K$ to 0.1559, against the complete-basis value $5/32=0.15625$. The coefficient $A_0^\dagger g$ becomes $-0.12503$, slightly beyond $-1/8$. This is no contradiction, since that coefficient is not a variational quantity.

**One Gaussian, Z = 80.** At $\alpha=10^6$, $s=797.9$ and $d=39.94$. Equation (11) gives

$$\varepsilon=37\,558-85\,108-\frac{37\,558+42\,554}{40.94}\approx-49\,507\ \text{hartree}.$$

The one-function Dirac energy at the same exponent is $+112\,203$ hartree. The descent is not monotonic from the start: $\varepsilon$ is $-2543$ at $\alpha=10^3$, and $-833$ at $10^4$; by (11) it rises to a maximum of about $+2850$ near $4.5\times10^4$, and it has fallen to $+429$ at $10^5$.

On this falling side, one Gaussian drops below the analytic Dirac 1s energy, $-3532.19$ hartree, at $\alpha\approx1.55\times10^5$. For $Z=1$ the corresponding exponent is $1.25\times10^9$. Equation (12), with its $Z^{-2}$, gives $1.25\times10^9$ for $Z=1$ and $1.95\times10^5$ for $Z=80$. It thus sets the scale of the crossing, closely for $Z=1$ and only roughly for $Z=80$.

**Nested bases, Z = 80.** The exponents are $200\cdot2.5^k$, and each row adds steeper functions. Energies are in hartree.

| Functions | Largest exponent | $U=1$ | Matrix Dirac |
|---:|---:|---:|---:|
| 6 | $1.95\times10^4$ | $-3487.1$ | $-3415.5$ |
| 8 | $1.22\times10^5$ | $-4362.0$ | $-3505.7$ |
| 10 | $7.63\times10^5$ | $-47\,077$ | $-3526.3$ |
| 17 | $4.66\times10^8$ | $-2\,016\,505$ | $-3532.2$ |

The Dirac column approaches the analytic energy, while the $U=1$ column collapses. With eight functions, the $U=1$ energy is already below the analytic value, although the steepest exponent is still below the one-function crossing. Mixing between functions lowers the energy further, so that crossing is sufficient for failure but not necessary. The six-function result stays above the analytic value, but this does not make it reliable: it lies 72 hartree below the matrix Dirac energy in the same basis. Adding one function beyond the one-function crossing would put the lowest energy below the analytic value, whatever the other functions are.

**A finite nucleus, Z = 80.** A Gaussian charge distribution with the chosen exponent $10^8$ has $V(0)=-902\,703$ hartree. With 25 functions of the same ladder, the lowest $U=1$ energy is $-865\,101$ hartree. It lies above $V(0)$, as it must, and close to $V(0)+2c^2=-865\,146$ hartree.

The numerical check also compares the Gaussian integrals with quadrature, tests the expansion (6), and verifies that (3) with the exact $U$ returns the electronic matrix Dirac energies.

## Computed values

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Z=1, fixed basis: 8 s Gaussians, exponents 0.03*3^k bohr^-2
nonrelativistic energy E0 = -0.49993572 hartree
c^-2 coefficient A0'g = -0.12375218 a.u.
predicted c^-4 error coefficient -K = -0.12971634 a.u.
relative deviation of c^2(U-1) from its limit at 10c: 1.28e-04
c x 1: E(U=1)-E(Dirac) = -3.6791e-10 hartree; times c^4 = -0.12974227 a.u.
  c^2(E-E0): Dirac -0.12375528, U=1 -0.12376219 a.u.
c x 10: E(U=1)-E(Dirac) = -3.6784e-14 hartree; times c^4 = -0.12971660 a.u.
  c^2(E-E0): Dirac -0.12375222, U=1 -0.12375228 a.u.
c x 100: E(U=1)-E(Dirac) = -3.6784e-18 hartree; times c^4 = -0.12971634 a.u.
  c^2(E-E0): Dirac -0.12375219, U=1 -0.12375219 a.u.
Z=1, 8 functions: E0 -0.499936 hartree, A0'g -0.123752, K 0.129716 a.u.
Z=1, 12 functions: E0 -0.499976 hartree, A0'g -0.125012, K 0.153165 a.u.
Z=1, 16 functions: E0 -0.499976 hartree, A0'g -0.125027, K 0.155912 a.u.
complete-basis 1s limits: A0'g -0.125000, K 0.156250 a.u.
Z=80, one Gaussian: exponent/bohr^-2, U=1, bound, Dirac / hartree
  1e+03 -2542.94 34866.39 -2542.92
  1e+04 -832.67 29046.96 -423.75
  1e+05 428.87 10644.32 23598.28
  1e+06 -49506.83 -47549.96 112202.99
  1e+07 -232006.30 -231576.41 396946.17
  1e+08 -813635.06 -813519.13 1298822.47
one-Gaussian Dirac growth: 131.9205 hartree bohr times sqrt(exp.)
that growth is positive for Z below 182.17
Z=1: analytic Dirac 1s -0.500007 hartree; one Gaussian falls below it at 1.2463e+09 bohr^-2
  bound reaches zero at 1.2464e+09 bohr^-2
Z=80: analytic Dirac 1s -3532.192093 hartree; one Gaussian falls below it at 1.5540e+05 bohr^-2
  bound reaches zero at 1.9474e+05 bohr^-2
Z=80, exponents 200*2.5^k: size, largest/bohr^-2, U=1, Dirac / hartree
  6 1.953e+04 -3487.125 -3415.467
  8 1.221e+05 -4362.024 -3505.747
  10 7.629e+05 -47077.163 -3526.271
  12 4.768e+06 -170726.470 -3530.859
  14 2.980e+07 -482220.440 -3531.888
  17 4.657e+08 -2016505.439 -3532.155
Z=80, Gaussian nucleus exponent 1.0e+08 bohr^-2: V(0) = -902703.3, V(0)+2c^2 = -865145.6 hartree
  17 functions, largest 4.657e+08 bohr^-2: U=1 lowest -803615.7 hartree
  21 functions, largest 1.819e+10 bohr^-2: U=1 lowest -863389.1 hartree
  25 functions, largest 7.105e+11 bohr^-2: U=1 lowest -865100.5 hartree
```
